Why semilocal functionals usually overestimate off-resonant molecular conductance

**Definitions and the question**

A molecule with N electrons and a closed-shell ground state sits between two metal electrodes. Its ground-state energy with M electrons is E(M), and

I = E(N−1) − E(N),  A = E(N) − E(N+1)

are its ionization energy and electron affinity. Energies are measured from the vacuum level, so the Fermi energy E_F of an electrode with work function W is −W. The costs of taking an electron from the molecule to the Fermi level, and of bringing one from there to the molecule, are

D_h = E_F + I,  D_e = −A − E_F.

Both are positive when the neutral molecule is stable in the junction. Off-resonant means that both are large compared with the level widths caused by the contacts. The conductance is taken at zero bias and, unless stated otherwise, zero temperature. The algebra uses atomic units.

A standard junction calculation replaces −I and −A by Kohn–Sham (KS) eigenvalues ε_H and ε_L of the highest occupied and lowest empty orbitals. A semilocal functional builds its exchange-correlation energy from the density and its derivatives at each point. The question is what this replacement does to the conductance when the contact widths are held fixed.

**The weakly coupled level**

Let one level of energy ε occupy site 0 between two chains with nearest-neighbour hopping −β. The level is joined to them by hoppings −v_L and −v_R. A chain wave z^n, with z = e^{ik}, has energy −2β cos k relative to the band centre. An electron arriving from the left gives

ψ_n = z^n + r z^(−n) for n ≤ −1,  ψ_n = τ z^n for n ≥ 1.

Each wave would satisfy the uniform-chain equation if continued to site 0. Comparing that equation with the real one at sites −1 and 1 gives

β(1 + r) = v_L ψ_0,  βτ = v_R ψ_0.

Put E_F at the band centre and take it as the energy zero for this calculation. Then z = i, and the equation at site 0 is

−ε ψ_0 = −v_L(z⁻¹ + r z) − v_R τ z.

Substituting r = v_L ψ_0/β − 1 gives z⁻¹ + r z = −2i + i v_L ψ_0/β. With Γ_L = 2v_L²/β and Γ_R = 2v_R²/β, the equation becomes

[−ε + i(Γ_L + Γ_R)/2] ψ_0 = 2i v_L.

Since |τ|² = v_R²|ψ_0|²/β² and 4v_L²v_R²/β² = Γ_LΓ_R, the conductance is

G = G0 Γ_LΓ_R / [D² + (Γ_L + Γ_R)²/4],  D = |ε − E_F|.

Here G0 is the conductance quantum for two spin channels. Far from resonance G ≈ G0 Γ_LΓ_R/D². Halving the offset multiplies the conductance by about four, so an error in D matters even when it moves no level across E_F.

**Which energy is the offset?**

With interactions, the answer follows from second-order perturbation theory in the contacts. An electron at E_F can cross through an occupied level if the molecule first gives an electron to the right lead and then takes one from the left. The intermediate state costs

E(N−1) + E_F − E(N) = D_h.

If removal leaves a single final state with unit weight, the effective hopping between the leads has magnitude w = v_Lv_R/D_h. A weak link w between two chain ends transmits 4w²/β² at the band centre. The reason is that the nearly totally reflected wave has amplitude 2 at the last site, and matching on the right gives βτ = wψ. Hence

T = 4v_L²v_R²/(β²D_h²) = Γ_LΓ_R/D_h²,

which agrees with the level formula for D = D_h. Through an empty level the corresponding cost is D_e. The physical offset is therefore a difference of total energies between integer charge states.

**Self-interaction in one level**

Let the level hold up to two electrons, with repulsion U when it is doubly occupied:

E(0) = 0,  E(1) = ε_0,  E(2) = 2ε_0 + U.

For the full level, −I = E(2) − E(1) = ε_0 + U. Now draw a smooth parabola through the three correct energies:

E_s(n) = ε_0 n + U n(n−1)/2.

This is a model of a smooth functional that is right at integers. Its level is the derivative,

ε_s(n) = ε_0 + U(n − 1/2),  ε_s(2) = ε_0 + 3U/2 = −I + U/2.

The occupied level is too high by U/2, although the ionization energy from total energies is right. The same formula at n = 0 gives ε_0 − U/2, so the empty level is too low by U/2. A full level in equilibrium lies below E_F and an empty one above it, so in both cases the error moves the level towards E_F.

The exact energy does not follow this parabola. A fractional average charge, shared with a distant reservoir, is a statistical mixture of neighbouring integer states when the integer energies are convex. Its energy is linear:

E(N−1+f) = (1−f)E(N−1) + fE(N),  0 ≤ f ≤ 1.

A semilocal functional bends below this line because a fraction of an electron repels itself. One electron shows why. Freeze its orbital and give it occupation f. The self-repulsion is f²J, while local exchange scales as −f^(4/3)K, because its energy density varies as the 4/3 power of the density. If the total energy is right at f = 1, then K = J, and the deviation from the line is

δE(f) = J(f² − f^(4/3)).

This is negative between the integers. Its slope at f = 1 is 2J − 4J/3 = 2J/3, so the eigenvalue is too high even though the two energies cancel in the total.

The hydrogen atom confirms this pattern with the PBE functional. Its total energy is −13.604 eV, against −13.606 eV for a fixed nucleus, but its eigenvalue is −7.584 eV. This is in the def2-QZVPP basis; aug-cc-pVQZ, which includes diffuse functions, gives an eigenvalue 0.008 eV lower. Hartree–Fock, which removes the self-repulsion of one electron, gives −13.605 eV. With half an electron the PBE energy lies 1.449 eV below the straight line. Relative to the slope error of 6.02 eV this is −0.24. The frozen estimate gives (1/4 − 2^(−4/3))/(2/3) = −0.22. It thus gives most of this ratio without orbital relaxation, gradient terms or correlation.

**From curvature to the level offset**

For a molecule, the link between E(f) and the eigenvalue is Janak's relation. Varying the occupation f_i of one orbital changes the energy directly, and also through the relaxation of all orbitals:

dE/df_i = ε_i + Σ_j f_j ε_j d⟨φ_j|φ_j⟩/df_i = ε_i.

The sum vanishes because the orbitals stay normalized. Integration over the removal of one electron gives

−I = E(N) − E(N−1) = ∫₀¹ ε(f) df.

If the eigenvalue is nearly linear, ε(f) = ε_H − C(1−f), where C is the curvature of E. The integral is then ε_H − C/2, and

ε_H = −I + C/2.

When an electron is added, ε(f) = ε_L + C′f, so −A = ε_L + C′/2 and

ε_L = −A − C′/2.

Here I and A are the functional's own total-energy differences, which can be wrong too. In a large system the error can move into them. Take n distant copies of a molecule and remove one electron. With a constant positive curvature the energy is lowest when each copy loses 1/n of an electron, which gives I = −ε_H + C/(2n). The true I does not depend on n. For 1, 2 and 4 distant ethylene molecules, PBE in the def2-SVP basis gives 10.65, 8.65 and 7.63 eV. The formulas above therefore measure the full eigenvalue error only when the total-energy differences are accurate, as can be the case for a small molecule. The KS offsets before electrode screening are D_h − C/2 and D_e − C′/2.

**The missing derivative discontinuity**

The exact energy has slope −I just below N and −A just above it. In exact KS theory, the jump in slope is made up of the orbital gap and a sudden uniform rise Δ_xc of the exchange-correlation potential:

I − A = ε_L − ε_H + Δ_xc.

A semilocal potential changes continuously with the density and has no such rise. The eigenvalue formulas above then give

ε_L − ε_H = I − A − (C + C′)/2.

The smooth functional replaces part of the kink at N by curvature on both sides. When the integer energies are right, self-interaction error and the missing discontinuity are thus two descriptions of the same failure of E(M): bending between integers, and no corner at them beyond the orbital gap. They are not two errors to be added.

A dimer makes the discontinuity explicit. Two sites have hopping −t and on-site repulsion U. One electron has E(1) = −t. Three electrons are one hole in a full dimer, with E(3) = U − t. For two electrons, use the bonding orbital b and the antibonding orbital a. The singlets |bb⟩ and |aa⟩ have energies U/2 ∓ 2t and are mixed by the matrix element U/2, so

E(2) = U/2 − R,  R = √(4t² + U²/4).

Therefore

I − A = E(1) + E(3) − 2E(2) = 2R − 2t.

By reflection symmetry the two sites have equal density and equal KS potential. The KS gap is the bare splitting 2t, which leaves

Δ_xc = 2R − 4t.

For t = 1 eV and U = 4 eV the fundamental gap is 3.657 eV, the KS gap 2.000 eV and Δ_xc = 1.657 eV.

For the isolated dimer, approached from just below two electrons, the exact KS constant is set by ε_H = −I, and the empty level is low by the whole Δ_xc. Now join the sites weakly to symmetric, half-filled leads with E_F = U/2. Particle–hole symmetry keeps one electron on each site, which places the KS levels at U/2 ∓ t. Each is then displaced towards E_F by Δ_xc/2. The parabola's site potential U(n_i − 1/2), with n_i = 1, gives the same levels.

**The exact transmission of the dimer**

The conductance error can be calculated here without assuming a single pole. The two-electron ground state is

|Ψ⟩ = cos θ |bb⟩ − sin θ |aa⟩,  cos 2θ = 2t/R.

Removing a bonding electron has amplitude cos θ and cost

−t + U/2 − (U/2 − R) = R − t.

Adding a bonding electron is possible only in the |aa⟩ part. It has weight sin²θ, leads to energy U + t, and costs R + t. Removal and addition enter the Green function at E_F with opposite signs:

G_b = cos²θ/(R−t) − sin²θ/(R+t)
= (R cos 2θ + t)/(R² − t²)
= 3t/(3t² + U²/4)
= 1/(t + U²/12t).

For the antibonding orbital the two weights are exchanged and G_a = −G_b. Between the two sites,

G_12 = (G_b − G_a)/2 = 1/(t + U²/12t).

The KS value is 1/t. At leading order in the contacts the transmission is Γ_LΓ_R|G_12|², so

T_KS/T = (1 + U²/12t²)².

For the parameters above the ratio is 5.44. The squared ratio of the lowest offsets, [(R−t)/t]², is only 3.3. The rest arises because the removal pole has weight below one and the second term opposes it. The ratio tends to one as U/t → 0.

A direct test joins two lead sites through the interacting dimer. An effective hopping v²G_12 should split their levels by 2v²|G_12|. Diagonalizing the many-electron problem at weak coupling gives 1.001 times this value.

In this junction the exact KS potential transmits too much as well, because a static potential fixed by the density does not supply the missing part of the gap. This is not a general property of exact KS theory. Consider the full single level with repulsion U, weakly coupled in a wide band. The charge that leaks into empty lead states is, for both spins and to leading order,

2 − n = 2 ∫₀^∞ (Γ/2π) dx/(x + D_h)² = Γ/(πD_h),  Γ = Γ_L + Γ_R.

A noninteracting KS level with the same occupation must have the same offset, and thus the same leading-order conductance. There the exact potential works, while that of the parabola makes the offset too small by U/2. In the dimer, symmetry fixes the density and leaves it no such information about the gap.

**What the electrodes change**

A charged molecule polarizes the metal. For a point charge q midway between image planes a distance L apart, the image charges produce at its position the potential

−(2q/L)(1 − 1/2 + 1/3 − …) = −2q ln 2/L.

An induced potential contributes half the product of charge and potential, so the energy is

−Pq²,  P = ln 2/L.

The ionization energy falls to I_J = I − P and the affinity rises to A + P. For the fractional cation, q = 1 − f, and the energy gains the term −P(1−f)². Its derivative adds 2P(1−f) to the eigenvalue. This is zero for the neutral molecule and 2P for the cation. Hence ε_H does not move in this point-charge model, while the curvature becomes

C_J = C − 2P.

The junction offset D = E_F + I_J and the KS offset D_KS = E_F − ε_H are related by

D_KS = D − C_J/2.

Screening therefore helps the semilocal result by lowering the correct offset, without improving its eigenvalue. Within the linear-eigenvalue approximation the KS offset is smaller than the functional's own total-energy offset whenever C_J is positive, that is, whenever charging the molecule in the junction still costs curvature energy. A small C_J does not by itself show that the KS offset is right, because in a large molecule the functional's I may be too low as well. If D_KS also stays well above the widths,

G_KS/G ≈ [D/(D − C_J/2)]².

The relative error grows as D decreases towards C_J/2. Beyond that point the neutral-molecule eigenvalue would cross E_F, charge would flow, and this formula no longer applies.

**Ethylene as a small bridge**

Ethylene has two carbon atoms and a π level, which makes it a small real molecule on which to try the argument. The calculation uses PBE in the def2-TZVP basis at a fixed planar geometry, with C–C and C–H lengths of 1.33 and 1.09 Å and a C–C–H angle of 121.5°. The HOMO eigenvalue is −6.740 eV, and it falls to −14.526 eV when that orbital is emptied of one electron. Thus

C = −6.740 + 14.526 = 7.786 eV,  C/2 = 3.893 eV.

The total-energy difference gives I = 10.647 eV, so the eigenvalue is too high by 10.647 − 6.740 = 3.907 eV. Half the curvature accounts for this to within 0.02 eV. Janak's relation was tested in the smaller def2-SVP basis, where the energy slope at half occupation and the half-occupied eigenvalue are both −10.671 eV. Going from def2-SVP to def2-TZVP moves the HOMO by −0.128 eV and I by −0.004 eV. Adding diffuse functions (def2-TZVPD) moves them by a further −0.022 eV and +0.006 eV, which would change the one-level conductance ratio found below from 5.9 to 5.7.

For the electrodes take W = 5 eV, L = 7 Å and Γ_L = Γ_R = 0.1 eV. The image energy is P = 1.426 eV, and C_J = 7.786 − 2.852 = 4.934 eV. The offsets are

D_KS = 6.740 − 5.000 = 1.740 eV,
D = 10.647 − 5.000 − 1.426 = 4.221 eV.

With (Γ_L + Γ_R)²/4 = 0.01 eV²,

G_KS = G0 × 0.01/(1.740² + 0.01) = 3.29 × 10⁻³ G0,
G = G0 × 0.01/(4.221² + 0.01) = 0.561 × 10⁻³ G0.

These are 0.255 and 0.0435 μS, a ratio of 5.9. Without the image charge the ratio would be 10.5, so screening removes a good part of the overestimate but not all of it. The reference is a one-level result built from PBE total energies. It is neither an exact conductance nor a measured one.

**The second level and interference**

The π level has the same sign on both carbons and the π* level opposite signs. Their end-to-end amplitudes therefore add inside the gap, as in the dimer. If both levels couple equally to the contacts,

T ∝ (1/D_h + 1/D_e)².

The PBE empty-level offset is 4.032 eV. Total energies with the image correction give 5.882 eV. The ratio becomes

[(1/1.740 + 1/4.032)/(1/4.221 + 1/5.882)]² = 4.1.

The second level lowers the overestimate because its own offset is wrong by a smaller factor. Equal coupling is a simplification, because the π* orbital reaches further out. At a point 1 Å beyond a carbon atom along the axis and 0.7 Å above the molecular plane, its density is about three times that of the π orbital. Giving the π* term this weight would lower the ratio to 3.1. The reference value is rough: the computed affinity, −2.308 eV, is negative, so the added electron is held by the finite basis, and the affinity changes by 0.622 eV between the two bases. Adding diffuse functions (def2-TZVPD) raises it by a little over 0.2 eV more when the electron is kept in the π* level, and the ratio becomes about 3.9.

If the orbital signs at the contacts made the terms subtract, the transmission would depend on 1/D_h − 1/D_e. Two KS offsets that happened to be nearly equal could then cancel more completely than the true ones, and the semilocal conductance would be too small. The overestimate is therefore not a universal rule. A real calculation may also change the contact widths, which were held fixed here.

The σ levels are left out of these estimates. Symmetry removes them only if the contacts couple through orbitals that change sign across the molecular plane, as the π orbitals do. For other contacts they can matter: at the point used above to compare the π and π* densities, an occupied σ level at −10.15 eV would add a term about 0.7 times that of the π level, while one at −14.18 eV, with opposite signs at the two ends, would subtract about 0.4 times it. The occupied σ levels together add a little under 0.4 times the π term there.

**How far the numbers carry over to a real junction**

The work function, electrode separation and widths are chosen inputs, not results calculated for a particular contact. Bare ethylene also has no anchoring groups to fix its position and its coupling to the metal. Vacuum-level alignment is also an assumption, and an interface dipole in a real contact breaks it. Reducing both offsets by 0.5 eV raises the one-level ratio from 5.9 to 9.0, and increasing both by 0.5 eV lowers it to 4.4. The point-charge image energy is also an estimate. With the C–C axis perpendicular to the image planes, using the spread-out charge of the hole, computed in the def2-SVP basis, raises P from 1.43 to 1.46 eV and changes the one-level ratio from 5.9 to 5.8. In the same orientation, the images of the neutral molecule's own charge distribution move the HOMO by only about 0.02 eV. Both values still assume ideal image planes, which is a rough picture so close to a metal surface.

Charge leakage reduces the overestimate. As the KS level loses electrons it moves down, by about C_J times the lost charge. For the occupied level alone, the self-consistent estimate is 0.033 electrons and a shift of 0.165 eV, which reduces the ratio to 4.9 when the reference is left unchanged. With equal widths, the π* level gains about half as much charge from the electrodes, which cancels part of this shift. Including both levels leaves a shift of about 0.09 eV and a ratio of 5.3. Thermal smearing at 300 K changes the PBE conductance by only 0.22 percent, because the offset is far larger than the thermal energy. None of these separate changes reverses the overestimate in this example, but the one-level ratio ranges from 4.4 to 9.0 among them.

Computed values

```
Dimer hopping t: 1.000 eV
Dimer repulsion U: 4.000 eV
Dimer I: -0.172 eV
Dimer A: -3.828 eV
Dimer fundamental gap: 3.657 eV
Dimer KS gap: 2.000 eV
Dimer missing discontinuity: 1.657 eV
Dimer midgap transmission, KS/exact: 5.444
Tunnel splitting, exact/predicted: 1.00123
H atom PBE total energy: -13.604 eV
H atom exact energy, fixed nucleus: -13.606 eV
H atom PBE eigenvalue: -7.584 eV
H atom Hartree-Fock eigenvalue: -13.605 eV
H atom half-electron energy minus straight line: -1.449 eV
Ethylene C-C length: 1.33 angstrom
Ethylene C-H length: 1.09 angstrom
Ethylene C-C-H angle: 121.5 degree
Ethylene SVP energy slope at half occupation: -10.671 eV
Ethylene SVP half-occupied eigenvalue: -10.671 eV
Ethylene TZVP PBE HOMO: -6.740 eV
Ethylene TZVP emptied-HOMO eigenvalue: -14.526 eV
Ethylene TZVP I from total energies: 10.647 eV
Ethylene TZVP PBE LUMO: -0.968 eV
Ethylene TZVP basis-confined A: -2.308 eV
HOMO basis shift, TZVP minus SVP: -0.128 eV
I basis shift, TZVP minus SVP: -0.004 eV
A basis shift, TZVP minus SVP: 0.622 eV
HOMO grid shift, SVP fine minus working: 0.0002 eV
Curvature C: 7.786 eV
HOMO error, eigenvalue plus I: 3.907 eV
Half curvature C/2: 3.893 eV
Electrode work function: 5.000 eV
Image-plane separation: 7.0 angstrom
Width per contact: 0.100 eV
Image stabilization P: 1.426 eV
Junction curvature C-2P: 4.934 eV
PBE level offset: 1.740 eV
Reference offset without image charge: 5.647 eV
Reference offset in junction: 4.221 eV
PBE conductance: 3.293 10^-3 G0
Reference conductance: 0.561 10^-3 G0
PBE conductance: 0.2551 microsiemens
Reference conductance: 0.0435 microsiemens
Conductance ratio, PBE/reference: 5.87
Squared offset ratio: 5.89
Conductance ratio without image charge: 10.50
PBE LUMO offset: 4.032 eV
Reference LUMO offset in junction: 5.882 eV
Conductance ratio with HOMO and LUMO: 4.09
Thermal change of PBE conductance at 300 K: 0.22 percent
Leaked charge at shifted PBE level: 0.0334 electrons
PBE offset increase from leaked charge: 0.165 eV
Conductance ratio with leaked-charge shift: 4.90
Conductance ratio, both offsets 0.5 eV smaller: 8.96
Conductance ratio, both offsets 0.5 eV larger: 4.44
```
